# Why tert-Butyl Can Leave Tin More Easily Than Methyl: verification in Python

```python
"""Why a tert-butyl group can leave tin more easily than a methyl group.

Result under test: the electronic weakening of the bond is
    G = delta - 2*(lam - mu),
the radical's delocalization gain minus the gain already present in the
molecule. Released steric strain W adds to G. G changes sign for a strongly
electronegative partner even though the radical gain delta is unchanged.

Symbols (hartree, bohr): e = partner orbital energy, carbon orbital = 0,
-gap = energy of filled CH-type orbitals, t = partner-carbon coupling,
beta = carbon-CH coupling, n = number of methyl groups on the bonded carbon,
lam and mu = highest molecular level with and without CH coupling,
U = on-site repulsion on the partner and carbon orbitals.
"""
from itertools import combinations
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants, k as k_boltzmann, N_A

HARTREE_J = physical_constants["Hartree energy"][0]
KJMOL = HARTREE_J * N_A / 1000.0

e_tin, t, gap, beta, U = 0.06, 0.08, 0.20, 0.04, 0.15
e_negative = -0.20
A, rho, morse_a, r0 = 0.004, 0.6, 0.8, 4.0
temperature = 400.0


def radical_matrix(n, b=beta):
    h = np.diag([0.0] + [-gap] * n)
    h[0, 1:] = b
    h[1:, 0] = b
    return h


def molecule_matrix(e, n, b=beta):
    h = np.zeros((n + 2, n + 2))
    h[0, 0] = e
    h[1:, 1:] = radical_matrix(n, b)
    h[0, 1] = h[1, 0] = t
    return h


def orbital_energies(e, n, b=beta):
    """Energies of neutral molecule, molecular cation and free radical."""
    mol = np.linalg.eigvalsh(molecule_matrix(e, n, b))
    rad = np.linalg.eigvalsh(radical_matrix(n, b))
    neutral = 2 * mol[:n + 1].sum()
    cation = neutral - mol[n]
    radical = 2 * rad[:n].sum() + rad[n]
    return neutral, cation, radical


def bond_explicit(e, n, b=beta):
    neutral, _, radical = orbital_energies(e, n, b)
    return e + radical - neutral


def radical_gain(n, b=beta):
    return np.sqrt(gap**2 / 4 + n * b**2) - gap / 2


def top_level(e, n, b=beta):
    def secular(x):
        return x - t**2 / (x - e) - n * b**2 / (x + gap)
    return brentq(secular, max(e, -gap) + 1e-9, 5.0, xtol=1e-14)


def mu_level(e):
    return e / 2 + np.sqrt(e**2 / 4 + t**2)


def weakening(e, n, b=beta):
    return radical_gain(n, b) - 2 * (top_level(e, n, b) - mu_level(e))


def weak_coupling(e, n, b):
    mu = mu_level(e)
    c2 = t**2 / (t**2 + mu**2)
    return n * b**2 * (1 / gap - 2 * c2 / (mu + gap))


def one_spin(h, number):
    """Many-fermion matrix and occupations for one spin direction."""
    size = len(h)
    configs = list(combinations(range(size), number))
    index = {c: i for i, c in enumerate(configs)}
    matrix = np.zeros((len(configs), len(configs)))
    occupation = np.zeros((len(configs), size))
    for col, config in enumerate(configs):
        for j in config:
            occupation[col, j] = 1.0
            matrix[col, col] += h[j, j]
            for i in range(size):
                if i not in config and h[i, j] != 0:
                    new = tuple(sorted((set(config) - {j}) | {i}))
                    between = sum(min(i, j) < q < max(i, j) for q in config)
                    matrix[index[new], col] += (-1)**between * h[i, j]
    return matrix, occupation


def correlated_energy(h, up, down, repulsion):
    hu, ou = one_spin(h, up)
    hd, od = one_spin(h, down)
    full = np.kron(hu, np.eye(len(hd))) + np.kron(np.eye(len(hu)), hd)
    full += np.diag(((ou * repulsion) @ od.T).ravel())
    return np.linalg.eigvalsh(full)[0]


def bond_correlated(e, n, u):
    mol = correlated_energy(molecule_matrix(e, n), n + 1, n + 1,
                            np.array([u, u] + [0.0] * n))
    rad = correlated_energy(radical_matrix(n), n + 1, n,
                            np.array([u] + [0.0] * n))
    return e + rad - mol


# Closed formulas against explicit orbital filling and many-electron states.
for e in (e_tin, 0.0, e_negative):
    for n in range(4):
        formula = 2 * top_level(e, n) - e - radical_gain(n)
        assert abs(formula - bond_explicit(e, n)) < 1e-10
        assert abs(bond_correlated(e, n, 0.0) - formula) < 1e-10
for n in range(1, 4):
    free_gain = -2 * n * gap - orbital_energies(e_tin, n)[2]
    assert abs(free_gain - radical_gain(n)) < 1e-10

# Small-coupling law; the remaining error is of higher order in beta.
for e in (e_tin, 0.0, e_negative):
    exact = bond_explicit(e, 0, 0.002) - bond_explicit(e, 3, 0.002)
    assert abs(exact / weak_coupling(e, 3, 0.002) - 1) < 0.01

bonds = [bond_explicit(e_tin, n) for n in range(4)]
assert np.all(np.diff(bonds) < 0)
assert all(bond_explicit(e, 0) > bond_explicit(e, 3)
           for e in np.linspace(0, 0.2, 21))
assert bond_explicit(e_negative, 0) < bond_explicit(e_negative, 3)
e_cross = brentq(lambda e: weakening(e, 3), e_negative, 0.0)
assert abs(bond_explicit(e_cross, 0) - bond_explicit(e_cross, 3)) < 1e-9

# Both signs must survive electron repulsion.
corr_me = bond_correlated(e_tin, 0, U)
corr_tbu = bond_correlated(e_tin, 3, U)
corr_reverse = (bond_correlated(e_negative, 0, U)
                - bond_correlated(e_negative, 3, U))
assert corr_me > corr_tbu and corr_reverse < 0


# Strain released by separation, including relaxation of the bond length.
def potential(r, depth, repulsion):
    x = r - r0
    return (depth * ((1 - np.exp(-morse_a * x))**2 - 1)
            + repulsion * np.exp(-x / rho))


def relaxed_strain(repulsion):
    result = minimize_scalar(lambda r: potential(r, bonds[3], repulsion),
                             bounds=(3.5, 6.0), method="bounded",
                             options={"xatol": 1e-10})
    return result.fun + bonds[3], result.x


strain, r_min = relaxed_strain(A)
force_constant = 2 * bonds[3] * morse_a**2
strain_formula = A - (A / rho)**2 / (2 * (force_constant + A / rho**2))
assert abs(strain - strain_formula) < 1e-5  # omitted cubic relaxation
strain_short, _ = relaxed_strain(A * np.exp(1.0 / rho))
bond_tbu = bonds[3] - strain
total_drop = bonds[0] - bond_tbu

# Thermal escape: flux integrals against the exponential of the energy drop.
thermal = k_boltzmann * temperature / HARTREE_J
r = np.linspace(2.0, 20.0, 18001)
v_me = potential(r, bonds[0], 0.0)
v_tbu = potential(r, bonds[3], A)
assert np.all(np.diff(v_tbu[np.argmin(v_tbu):]) > 0)
flux_ratio = np.exp(-v_me / thermal).sum() / np.exp(-v_tbu / thermal).sum()
simple_ratio = np.exp(total_drop / thermal)
# Small difference in well frequencies is absent from the simple exponential.
assert abs(np.log(flux_ratio / simple_ratio)) < 0.1

# Ionized molecule: cleavage to partner cation plus neutral carbon radical.
me0, me_plus, me_rad = orbital_energies(e_tin, 0)
tb0, tb_plus, tb_rad = orbital_energies(e_tin, 3)
ion_me, ion_tbu = me_rad - me_plus, tb_rad - tb_plus
threshold_drop = (me_rad - me0) - (tb_rad - tb0)
ionization_drop = (me_plus - me0) - (tb_plus - tb0)
assert threshold_drop > 0 and ion_tbu > ion_me


def show(label, value, unit="hartree", fmt=".5f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Partner orbital energy e", e_tin)
show("Partner-carbon coupling t", t)
show("CH orbital depth Delta", gap)
show("Carbon-CH coupling beta", beta)
show("On-site repulsion U", U)
show("Combined coupling B for n=3", beta * np.sqrt(3))
show("Highest level mu, n=0", mu_level(e_tin))
show("Highest level lambda, n=3", top_level(e_tin, 3))
show("Antibonding carbon weight c^2, n=0",
     t**2 / (t**2 + mu_level(e_tin)**2), "")
for n, value in enumerate(bonds):
    show(f"Electronic bond energy D_{n}", value)
show("Radical stabilization delta, n=3", radical_gain(3))
show("Molecular stabilization, n=3",
     2 * (top_level(e_tin, 3) - mu_level(e_tin)))
show("Electronic weakening G, n=3", weakening(e_tin, 3))
show("Weak-coupling estimate of G, n=3", weak_coupling(e_tin, 3, beta))
show("G for equal orbital energies, e=0", weakening(0.0, 3))
show("Electronegative partner e", e_negative)
show("G for electronegative partner", weakening(e_negative, 3))
show("Partner energy where G=0", e_cross)
show("Correlated bond energy, n=0", corr_me)
show("Correlated bond energy, n=3", corr_tbu)
show("Correlated weakening, tin-like partner", corr_me - corr_tbu)
show("Correlated weakening, electronegative partner", corr_reverse)
show("Steric repulsion A at r0", A)
show("Repulsion range rho", rho, "bohr", ".2f")
show("Morse exponent", morse_a, "1/bohr", ".2f")
show("Unstrained bond length r0", r0, "bohr", ".3f")
show("Strained bond length", r_min, "bohr", ".3f")
show("Released strain W", strain)
show("Quadratic estimate of W", strain_formula)
show("Released strain if bond is 1 bohr shorter", strain_short)
show("Methyl bond energy", bonds[0])
show("Methyl bond energy converted", bonds[0] * KJMOL, "kJ/mol", ".1f")
show("Tert-butyl bond energy with strain", bond_tbu)
show("Tert-butyl bond energy converted", bond_tbu * KJMOL, "kJ/mol", ".1f")
show("Total bond-energy drop", total_drop)
show("Total bond-energy drop converted", total_drop * KJMOL, "kJ/mol", ".1f")
show("Strain share of total drop", 100 * strain / total_drop, "%", ".1f")
show("Temperature", temperature, "K", ".0f")
show("Thermal energy kT", thermal)
show("Rate ratio from exponential", simple_ratio, "", ".2e")
show("Rate ratio from flux integrals", flux_ratio, "", ".2e")
show("Ionized bond energy, n=0, no strain", ion_me)
show("Ionized bond energy, n=3, no strain", ion_tbu)
show("Drop in parent ionization energy, no strain", ionization_drop)
show("Drop in ionizing cleavage threshold, no strain", threshold_drop)
print("tests ok")
```

Printed output:

```
Partner orbital energy e: 0.06000 hartree
Partner-carbon coupling t: 0.08000 hartree
CH orbital depth Delta: 0.20000 hartree
Carbon-CH coupling beta: 0.04000 hartree
On-site repulsion U: 0.15000 hartree
Combined coupling B for n=3: 0.06928 hartree
Highest level mu, n=0: 0.11544 hartree
Highest level lambda, n=3: 0.12059 hartree
Antibonding carbon weight c^2, n=0: 0.32444
Electronic bond energy D_0: 0.17088 hartree
Electronic bond energy D_1: 0.16652 hartree
Electronic bond energy D_2: 0.16277 hartree
Electronic bond energy D_3: 0.15953 hartree
Radical stabilization delta, n=3: 0.02166 hartree
Molecular stabilization, n=3: 0.01031 hartree
Electronic weakening G, n=3: 0.01135 hartree
Weak-coupling estimate of G, n=3: 0.01413 hartree
G for equal orbital energies, e=0: 0.00417 hartree
Electronegative partner e: -0.20000 hartree
G for electronegative partner: -0.01342 hartree
Partner energy where G=0: -0.03212 hartree
Correlated bond energy, n=0: 0.10587 hartree
Correlated bond energy, n=3: 0.10290 hartree
Correlated weakening, tin-like partner: 0.00298 hartree
Correlated weakening, electronegative partner: -0.01211 hartree
Steric repulsion A at r0: 0.00400 hartree
Repulsion range rho: 0.60 bohr
Morse exponent: 0.80 1/bohr
Unstrained bond length r0: 4.000 bohr
Strained bond length: 4.032 bohr
Released strain W: 0.00389 hartree
Quadratic estimate of W: 0.00390 hartree
Released strain if bond is 1 bohr shorter: 0.01852 hartree
Methyl bond energy: 0.17088 hartree
Methyl bond energy converted: 448.6 kJ/mol
Tert-butyl bond energy with strain: 0.15564 hartree
Tert-butyl bond energy converted: 408.6 kJ/mol
Total bond-energy drop: 0.01524 hartree
Total bond-energy drop converted: 40.0 kJ/mol
Strain share of total drop: 25.5 %
Temperature: 400 K
Thermal energy kT: 0.00127 hartree
Rate ratio from exponential: 1.68e+05
Rate ratio from flux integrals: 1.61e+05
Ionized bond energy, n=0, no strain: 0.05544 hartree
Ionized bond energy, n=3, no strain: 0.06278 hartree
Drop in parent ionization energy, no strain: 0.01869 hartree
Drop in ionizing cleavage threshold, no strain: 0.01135 hartree
tests ok
```
